# The HOMO-LUMO Gap Is Not an Excitation Energy in Hartree-Fock Theory

## The argument under review

The manuscript estimates the lowest singlet excitation energy of ethylene from a restricted Hartree-Fock (RHF) calculation. Its reasoning runs as follows.

> By Koopmans' theorem, taking an electron out of the HOMO costs \(-\varepsilon_i\), and putting an electron into the LUMO costs \(\varepsilon_a\). An excitation does both. With frozen orbitals the excitation energy is therefore \(\varepsilon_a-\varepsilon_i\). Any remaining error comes from orbital relaxation and correlation.

With the 6-31G* basis, the orbital energies are \(-10.04\) eV and \(4.87\) eV, so the manuscript reports \(4.87+10.04=14.91\) eV.

The two statements taken from Koopmans' theorem are correct. The step that joins them is not, and it fails before relaxation or correlation enters. Both statements refer to a neutral molecule as the starting point, but once the first electron has been removed, the second step starts from a cation. What does the second step cost then, and how does the answer depend on spin?

## What the orbital energies count

The nuclei are held fixed, so their mutual repulsion cancels from all energy differences. The reference is a closed-shell determinant of \(N\) electrons with real canonical orbitals. The HOMO is \(i\), the LUMO is \(a\), and \(j\) runs over all doubly occupied orbitals, including \(i\). In atomic units, define

\[
(pq|rs)=\iint \frac{\phi_p(1)\phi_q(1)\,\phi_r(2)\phi_s(2)}{r_{12}}\,d1\,d2,
\qquad J_{pq}=(pp|qq),\quad K_{pq}=(pq|pq).
\]

Write \(J=J_{ia}\) and \(K=K_{ia}\) for the HOMO-LUMO pair, and \(h_{pp}\) for the kinetic energy plus nuclear attraction of an electron in \(\phi_p\).

The energy of a determinant is a sum of \(h_{pp}\) over its electrons plus one interaction per pair. For two spin orbitals \(\chi_p,\chi_q\), the normalized determinant is \([\chi_p(1)\chi_q(2)-\chi_q(1)\chi_p(2)]/\sqrt2\). In the expectation value of \(1/r_{12}\), the two squared terms give \(J_{pq}/2\) each. The two cross terms give \(-K_{pq}/2\) each if the spins are equal, and zero if they are opposite, because the spin functions are then orthogonal. A pair thus contributes

\[
J_{pq}-K_{pq}\ \text{(equal spins)},\qquad J_{pq}\ \text{(opposite spins)}.
\]

The same holds for each pair among \(N\) electrons: \(1/r_{12}\) acts on two electrons, and orthogonality forces the others to keep their spin orbitals.

The diagonal element of the Fock operator is

\[
\varepsilon_p=h_{pp}+\sum_j(2J_{pj}-K_{pj}).
\]

Each doubly occupied orbital supplies two direct terms and one exchange term. For \(p=i\), the term \(j=i\) equals \(2J_{ii}-K_{ii}=J_{ii}\), since \(K_{ii}=J_{ii}\). This is the repulsion from the other electron in the HOMO. An electron in \(i\) therefore interacts with \(N-1\) others. For \(p=a\) there is no such cancellation: \(\varepsilon_a\) describes an extra electron interacting with all \(N\).

Removing an electron from \(i\) deletes the terms that make up \(\varepsilon_i\), and adding one in \(a\) to the neutral molecule creates those that make up \(\varepsilon_a\):

\[
E_{N-1}-E_N=-\varepsilon_i,\qquad E_{N+1}-E_N=\varepsilon_a .
\]

With ionization energy \(I=E_{N-1}-E_N\) and electron affinity \(A=E_N-E_{N+1}\), subtraction gives

\[
I-A=\varepsilon_a-\varepsilon_i\equiv\Delta\varepsilon .
\]

The gap is thus the frozen-orbital cost of ionizing one molecule and attaching an electron to another neutral molecule far away. It is a difference between energies with different electron numbers.

## The missing electron

In an excitation, the electron enters \(a\) in a molecule that has already lost one from \(i\). The value \(\varepsilon_a\) includes a repulsion from that lost electron, which must be taken out. By the pair rule, it is \(J\) if the removed and added electrons have opposite spins and \(J-K\) if they have equal spins.

**With a spin flip.** Remove \(i\beta\) and add \(a\alpha\):

\[
E-E_0=-\varepsilon_i+(\varepsilon_a-J)=\Delta\varepsilon-J .
\]

The two unpaired electrons, in \(i\) and \(a\), both have spin \(\alpha\), so \(S_z=1\) in units of \(\hbar\). The raising operator \(S_+\) gives zero: there is no unpaired \(\beta\) electron to raise, and raising one of a pair would occupy a spin orbital twice. From \(S^2=S_-S_++S_z^2+S_z\) it follows that \(S^2=2\), a pure triplet.

**Without a spin flip.** Remove \(i\alpha\) and add \(a\alpha\), or do the same with \(\beta\). Each determinant has

\[
E-E_0=-\varepsilon_i+\varepsilon_a-(J-K)=\Delta\varepsilon-J+K .
\]

This is not yet the singlet energy. Each of these determinants has one unpaired \(\alpha\) and one unpaired \(\beta\) electron in different orbitals, and neither is a spin eigenstate by itself.

## Making the singlet

Let \(\Phi_\alpha\) and \(\Phi_\beta\) be obtained by replacing \(i\) with \(a\) in place, for the indicated spin, in the ordered pair \(i\alpha,i\beta\). This fixes their relative sign. Leaving out the doubly occupied orbitals that they share,

\[
\Phi_\alpha=\frac{1}{\sqrt2}\big[a(1)i(2)\,\alpha\beta-i(1)a(2)\,\beta\alpha\big],
\]
\[
\Phi_\beta=\frac{1}{\sqrt2}\big[i(1)a(2)\,\alpha\beta-a(1)i(2)\,\beta\alpha\big],
\]

where \(\alpha\beta\) means \(\alpha(1)\beta(2)\). The determinants differ in two spin orbitals, so a one-electron operator cannot connect them, and the two-electron operator must act on just these two electrons. The terms with matching spin functions give

\[
\langle\Phi_\alpha|H|\Phi_\beta\rangle
=\tfrac12(ai|ia)+\tfrac12(ia|ai)=K .
\]

The second term is positive because it is a product of two minus signs. In the basis \((\Phi_\alpha,\Phi_\beta)\), the Hamiltonian relative to \(E_0\) is therefore

\[
\begin{pmatrix}
\Delta\varepsilon-J+K & K\\
K & \Delta\varepsilon-J+K
\end{pmatrix}.
\]

A matrix with equal diagonal elements has the eigenvectors \((\Phi_\alpha\pm\Phi_\beta)/\sqrt2\), with eigenvalues equal to the diagonal element plus or minus \(K\). Collecting terms by spin function gives

\[
\frac{\Phi_\alpha+\Phi_\beta}{\sqrt2}
=\tfrac12\,[a(1)i(2)+i(1)a(2)]\,(\alpha\beta-\beta\alpha),
\]
\[
\frac{\Phi_\alpha-\Phi_\beta}{\sqrt2}
=\tfrac12\,[a(1)i(2)-i(1)a(2)]\,(\alpha\beta+\beta\alpha).
\]

The first has the antisymmetric spin function of a singlet, the second a symmetric one, which belongs to a triplet. Hence

\[
\boxed{E_S-E_0=\Delta\varepsilon-J+2K,\qquad E_T-E_0=\Delta\varepsilon-J.}
\]

The triplet value agrees with that of the spin-flipped determinant, as it must, because \(H\) does not depend on spin.

The factor 2 can be traced without the matrix. From the spatial functions above, the two unpaired electrons repel each other by \(J+K\) in the singlet and \(J-K\) in the triplet. The orbital energy \(\varepsilon_a\) had instead charged the added electron \(2J-K\) for two electrons in \(i\). The corrections are

\[
(J+K)-(2J-K)=-J+2K,\qquad (J-K)-(2J-K)=-J .
\]

The integral \(J\) thus enters with a minus sign although the electrons repel: the excited electron faces one HOMO electron fewer than \(\varepsilon_a\) assumed. Equivalently, it is attracted to the hole.

## The manuscript's molecule, recalculated

The calculation uses a planar ethylene geometry with CC = 1.34 Å, CH = 1.09 Å and HCC angles of 120°. The HOMO is a π orbital and the LUMO a π* orbital. The integrals are \(J=10.88\) eV and \(K=2.91\) eV. Here and below, results are rounded from the unrounded values, so a sum of rounded terms may differ in its last digit.

\[
E_T-E_0=14.91-10.88=4.03\ \text{eV},
\]
\[
E_S-E_0=14.91-10.88+2(2.91)=9.85\ \text{eV}.
\]

The manuscript's value is 5.06 eV above the singlet that its own frozen orbitals give. A single determinant without a spin flip would give \(4.03+2.91=6.94\) eV, midway between the two spin states and the energy of neither.

The numerical check checks these energies by applying the Hamiltonian directly to the determinants and identifying each spin state from its \(S^2\).

The manuscript's appeal to relaxation can also be judged. Optimizing the triplet's orbitals in a restricted open-shell (ROHF) calculation lowers its energy from 4.03 to 3.53 eV. That is a correction of about 0.5 eV, whereas the omitted \(J\) is 10.88 eV. For this triplet in this basis, relaxation is a secondary effect and cannot stand in for the missing interaction. The frozen terms depend strongly on the basis. In 6-311G**, where the LUMO is still the π* orbital, the gap is 14.55 eV, \(J=10.37\) eV and \(K=2.67\) eV, so the frozen triplet moves to 4.18 eV and the frozen singlet to 9.51 eV. The identity of the LUMO also depends on the basis. In 6-31++G**, the LUMO is no longer the π* orbital but a diffuse orbital that is even under reflection in the molecular plane. For this different excitation, \(J\) is 4.10 eV and the frozen triplet lies at 7.44 eV. The lowest virtual orbital of π* type is also more diffuse than in 6-31G* and gives a frozen triplet at 6.34 eV, while the ROHF π→π* triplet stays at 3.50 eV.

## Where the gap does become the answer

The gap is recovered when hole and electron are far apart. Let \(i\) belong to one ethylene molecule and \(a\) to a parallel copy at distance \(R\), each with the orbitals of the isolated molecule. The product \(\phi_i\phi_a\) then vanishes, so \(K\to0\), and two distant unit charge clouds give \(J\to1/R\) in atomic units:

\[
E-E_0\to\Delta\varepsilon-\frac1R .
\]

Singlet and triplet coincide in this limit. At \(R=20\) Å, the computed \(J\) is 0.721 eV, against 0.720 eV for point charges, and the excitation costs \(14.91-0.72=14.19\) eV. The manuscript's 14.91 eV is the limit \(R\to\infty\). It describes a separated electron and hole, not an excited ethylene molecule.

## The gap does not even rank the molecules

The manuscript might be defended as a guide to trends: a larger gap, a higher excitation energy. Formaldehyde, treated at the same level with CO = 1.21 Å, CH = 1.11 Å and HCO angles of 122°, is a counterexample.

| Energy (eV) | Ethylene | Formaldehyde |
|---|---:|---:|
| Gap | 14.91 | 15.65 |
| \(J\) | 10.88 | 11.20 |
| \(K\) | 2.91 | 0.35 |
| Frozen triplet | 4.03 | 4.45 |
| Frozen singlet | 9.85 | 5.14 |

Formaldehyde has the larger gap but by far the lower singlet. The gaps differ by 0.74 eV and the values of \(J\) by 0.33 eV, while \(2K\) is smaller in formaldehyde by 5.13 eV. In this basis, the exchange term decides the order. With diffuse functions (6-31++G**), the LUMO of both molecules is a diffuse orbital instead of the π* orbital, and \(K\) is 0.04 eV or less. The frozen HOMO-LUMO singlets, 7.49 eV for ethylene and 9.17 eV for formaldehyde, then follow the gaps of 11.54 and 13.19 eV. The lowest singlets do not: when single excitations are allowed to mix (the CIS method described below), they lie at 7.11 eV in ethylene and 4.56 eV in formaldehyde. In this basis too, the molecule with the larger gap has the lower singlet.

In 6-31G*, the LUMO of formaldehyde is a π* orbital, but its HOMO is not a π orbital: it is even under reflection in the molecular plane. Two effects make \(K\) small. The HOMO is concentrated near the plane, where the LUMO vanishes, so that the product is smaller: \(\int|\phi_i\phi_a|\) is about 0.52, against 0.89 in ethylene. The larger effect is cancellation between regions where the product has opposite signs. The self-repulsion of \(|\phi_i\phi_a|\) would be about 3.5 eV in formaldehyde and 8.9 eV in ethylene, so the signs reduce it about tenfold in formaldehyde and threefold in ethylene.

## Is the singlet at least below the gap?

The signs of the corrections need care. The integrand of \(J\) is nowhere negative, so \(J>0\). The integral \(K\) is the electrostatic self-repulsion of the density \(\rho=\phi_i\phi_a\), which has both signs. In terms of its Fourier transform \(\tilde\rho\),

\[
K=\frac{1}{2\pi^2}\int\frac{|\tilde\rho(\mathbf k)|^2}{k^2}\,d^3k>0 .
\]

Moreover,

\[
J-K=\frac12\iint\frac{[\phi_i(1)\phi_a(2)-\phi_a(1)\phi_i(2)]^2}{r_{12}}\,d1\,d2\ge0 .
\]

Expanding the square gives two terms equal to \(J\) and a cross term \(-2K\), which the factor \(1/2\) turns into \(J-K\).

Within the frozen-orbital model, the triplet therefore lies below the gap, and the singlet lies \(2K\) above the triplet. The singlet lies below the gap if and only if \(J>2K\). The inequality \(J\ge K\) does not guarantee this.

Stretched H₂ shows the other case. Let \(A\) and \(B\) be the atomic orbitals of a minimal basis, far enough apart for their overlap to be neglected. Then \(\phi_i=(A+B)/\sqrt2\) and \(\phi_a=(A-B)/\sqrt2\), so that

\[
\phi_i^2\approx\phi_a^2\approx\tfrac12(A^2+B^2),\qquad
\phi_i\phi_a=\tfrac12(A^2-B^2).
\]

With \(U=(AA|AA)=(BB|BB)\) and \(V=(AA|BB)\),

\[
J\approx\tfrac14(2U+2V)=\frac{U+V}{2},\qquad
K=\tfrac14(2U-2V)=\frac{U-V}{2}.
\]

The condition \(2K>J\) becomes \(U-V>(U+V)/2\), or \(U>3V\). Since \(V\) falls as \(1/R\) while \(U\) stays fixed, stretching the bond eventually satisfies it.

At 3.0 Å in the STO-3G basis, the gap is 5.40 eV, \(J=12.94\) eV and \(K=8.14\) eV. The singlet lies at 8.75 eV, above the gap by \(2K-J=3.34\) eV. Its spatial function explains the cost:

\[
\phi_i(1)\phi_a(2)+\phi_a(1)\phi_i(2)=A(1)A(2)-B(1)B(2).
\]

Both electrons are on the same atom.

The triplet comes out at \(5.40-12.94=-7.53\) eV, below the reference. This is not an arithmetical failure. The closed-shell function is

\[
\phi_i(1)\phi_i(2)=\tfrac12[A(1)A(2)+B(1)B(2)+A(1)B(2)+B(1)A(2)],
\]

so half its weight has both electrons on one atom. The triplet keeps them on different atoms. The formulas still give the correct energy differences between these configurations, but a negative value shows that the reference is no longer the lowest determinant. The numbers should not then be read as excitation energies of the molecule. In this basis the triplet drops below the reference at about 1.55 Å, whereas \(2K>J\) holds only beyond about 2.0 Å. The example therefore shows that \(J>2K\) is not a property of the integrals, but it does so only where the closed-shell reference has already failed.

## What the corrected formulas leave out

The boxed results are expectation values for one orbital replacement. They are not eigenvalues of the full Hamiltonian.

The RHF ground state does not couple to the singlet configuration. That matrix element is \(\sqrt2\,F_{ia}\), where

\[
F_{ia}=h_{ia}+\sum_j\big[2(ia|jj)-(ij|ja)\big]
\]

is an off-diagonal element of the Fock matrix, which vanishes for canonical orbitals. The triplet cannot couple to the ground state because its spin differs.

Different single excitations do couple to one another. Configuration interaction singles (CIS) diagonalizes the Hamiltonian among them. The table follows the CIS state with the largest HOMO-LUMO weight and also gives the ROHF triplet energy relative to the RHF ground state.

| Energy (eV) | Ethylene | Formaldehyde |
|---|---:|---:|
| Frozen triplet | 4.03 | 4.45 |
| CIS triplet | 3.52 | 3.83 |
| ROHF triplet | 3.53 | 2.81 |
| Frozen singlet | 9.85 | 5.14 |
| CIS singlet | 8.54 | 4.63 |

In ethylene, the HOMO-LUMO configuration has a weight of 0.97 in the CIS triplet and 0.94 in the CIS singlet. Even so, mixing lowers the singlet by 1.31 eV: a dominant configuration does not make its frozen energy accurate to a few tenths of an electronvolt. The close agreement of the CIS and ROHF triplets in ethylene is not general either, since in formaldehyde they differ by about 1.0 eV.

The entries are not converged with respect to the basis. In 6-311G**, the lowest CIS singlet moves from 8.54 to 8.22 eV in ethylene and from 4.63 to 4.56 eV in formaldehyde, and the formaldehyde CIS and ROHF triplets fall by 0.11 and 0.07 eV. None of these calculations includes a full treatment of electron correlation either, so the tables do not establish how close any entry is to a measured excitation energy. They do establish that the manuscript's attribution of its error must be changed. The subtraction of \(J\) and the spin-dependent exchange term belong to the frozen-orbital calculation itself; relaxation, configuration mixing and correlation are corrections to be considered after that.

## Table of computed values

```
Ethylene, RHF/6-31g*: CC 1.34 angstrom, CH 1.09 angstrom, HCC 120.0 deg
HOMO is pi, LUMO is pi*: (True, True)
HOMO energy: -10.0404 eV
LUMO energy: 4.8674 eV
HOMO-LUMO gap: 14.9078 eV
Frozen ionization energy, from determinants: 10.0404 eV
Frozen electron affinity, from determinants: -4.8674 eV
J: 10.8768 eV
K: 2.9093 eV
Single open-shell determinant, no spin flip: 6.9402 eV
Frozen triplet, from determinants: 4.0309 eV
Frozen singlet, from determinants: 9.8495 eV
Formula gap - J: 4.0309 eV
Formula gap - J + 2K: 9.8495 eV
S^2 of triplet: 2.0000 (hbar^2)
S^2 of singlet: 0.0000 (hbar^2)
CIS triplet: 3.5160 eV
HOMO-LUMO weight in CIS triplet: 0.9743
CIS singlet: 8.5442 eV
HOMO-LUMO weight in CIS singlet: 0.9411
Relaxed triplet (ROHF minus RHF): 3.5258 eV
Electron moved to an ethylene copy at 20.0 angstrom
J, separated: 0.7207 eV
Point-charge attraction 1/R: 0.7200 eV
Excitation gap - J, separated: 14.1871 eV
Formaldehyde, RHF/6-31g*: CO 1.21 angstrom, CH 1.11 angstrom, HCO 122.0 deg
HOMO is pi, LUMO is pi*: (False, True)
Formaldehyde HOMO-LUMO gap: 15.6480 eV
Formaldehyde J: 11.2024 eV
Formaldehyde K: 0.3459 eV
Formaldehyde Frozen triplet: 4.4456 eV
Formaldehyde Frozen singlet: 5.1375 eV
Formaldehyde CIS triplet: 3.8257 eV
Formaldehyde CIS singlet: 4.6298 eV
Formaldehyde Relaxed triplet: 2.8108 eV
Stretched H2, RHF/STO-3G: HH 3.0 angstrom
H2 HOMO-LUMO gap: 5.4045 eV
H2 J: 12.9390 eV
H2 K: 8.1420 eV
H2 Frozen triplet: -7.5345 eV
H2 Frozen singlet: 8.7494 eV
```
